# Thermopower of a linear three-dimensional band modelling CoSi: a numerical check

```python
"""
Thermopower of a linear three-dimensional crossing, E = +-hbar v |k|.
Result under test (constant lifetime tau, Fermi energy EF above the node):
    S = -(2 pi^2/3) (kB/e) (kB T/EF)   to leading order,
and, for both halves of the cone and chemical potential mu,
    S = -(kB/e) (2 pi^2/3) mu kT / (mu^2 + pi^2 (kT)^2/3).
At fixed net density mu^3 + pi^2 mu (kT)^2 = EF^3.
Energies in eV, lengths in nm, thermopower in microvolt/K.
N is the number of cones, spin included; e is positive.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

e = const.e
hbar = const.hbar
kB_eV = const.k / e
kB_uV = 1e6 * kB_eV

T = 100.0
EF = 0.1
velocity = 2.0e5
tau = 1.0e-13
N = 4
hv = hbar * velocity / e * 1e9


def nodes(low, high, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (high - low) * x + 0.5 * (high + low), 0.5 * (high - low) * w


def minus_df(E, mu, kT):
    """Minus the energy derivative of the Fermi function."""
    x = (E - mu) / kT
    return expit(x) * expit(-x) / kT


def S_leading(fermi, temp):
    return -2 * np.pi**2 / 3 * kB_uV * kB_eV * temp / fermi


def S_cone(mu, temp):
    kT = kB_eV * temp
    return (-kB_uV * 2 * np.pi**2 / 3 * mu * kT
            / (mu**2 + np.pi**2 * kT**2 / 3))


def mu_cone(fermi, temp):
    kT = kB_eV * temp
    return brentq(lambda m: m**3 + np.pi**2 * m * kT**2 - fermi**3,
                  0.0, fermi, xtol=1e-15)


def k_space_transport(mu, temp, hv_used):
    """Conductivity integral (eV/nm, one cone) and thermopower from k space."""
    kT = kB_eV * temp
    k, wk = nodes(0.0, (mu + 40 * kT) / hv_used, 500)
    c, wc = nodes(-1.0, 1.0, 8)
    K, C = np.meshgrid(k, c, indexing="ij")
    kz, kperp = K * C, K * np.sqrt(1 - C**2)
    step = 1e-4 * K
    weight = np.outer(wk, wc) * K**2 * 2 * np.pi / (2 * np.pi)**3
    L0 = L1 = 0.0
    for sign in (1, -1):
        def band(z):
            return sign * hv_used * np.sqrt(kperp**2 + z**2)
        slope = (band(kz + step) - band(kz - step)) / (2 * step)
        E = band(kz)
        part = weight * slope**2 * minus_df(E, mu, kT)
        L0 += part.sum()
        L1 += (part * (E - mu)).sum()
    return L0, -1e6 * L1 / (temp * L0)


def moments(transport, mu, temp, low, high, count=800):
    """Zeroth moment and thermopower of a given transport function."""
    kT = kB_eV * temp
    E, w = nodes(low, high, count)
    part = w * transport(E) * minus_df(E, mu, kT)
    L0 = part.sum()
    return L0, -1e6 * (part * (E - mu)).sum() / (temp * L0)


kT = kB_eV * T
a = np.pi**2 / 3 * (kT / EF)**2
mu = mu_cone(EF, T)
S_lead = S_leading(EF, T)
S_fixed_n = S_cone(mu, T)
S_fixed_mu = S_cone(EF, T)

# Closed forms against direct k-space integration
for temp in (50.0, 100.0, 300.0):
    for factor in (1.0, 2.0):
        m = mu_cone(EF, temp)
        L0, S_direct = k_space_transport(m, temp, factor * hv)
        L0_formula = ((m**2 + np.pi**2 * (kB_eV * temp)**2 / 3)
                      / (6 * np.pi**2 * factor * hv))
        assert abs(L0 / L0_formula - 1) < 1e-6
        assert abs(S_direct / S_cone(m, temp) - 1) < 1e-6
assert abs(S_lead + 49) < 0.5
assert abs(S_fixed_n + 49) < 0.5

# Net density by quadrature of electrons and holes against the filled sphere
kF = EF / hv
density_nm3 = N * (4 * np.pi / 3) * kF**3 / (2 * np.pi)**3
for temp in (100.0, 300.0):
    t = kB_eV * temp
    m = mu_cone(EF, temp)
    E, w = nodes(0.0, m + 45 * t, 800)
    net = expit((m - E) / t) - expit(-(E + m) / t)
    count_nm3 = N * np.sum(w * E**2 * net) / (2 * np.pi**2 * hv**3)
    assert abs(count_nm3 / density_nm3 - 1) < 1e-8

# Size of the first correction; the remainder is of relative order a
for temp in (50.0, 100.0):
    aa = np.pi**2 / 3 * (kB_eV * temp / EF)**2
    direct = k_space_transport(mu_cone(EF, temp), temp, hv)[1]
    coefficient = (direct / S_leading(EF, temp) - 1) / aa**2
    assert abs(coefficient + 1) < 3 * aa + 0.01
direct_mu = k_space_transport(EF, T, hv)[1]
assert abs(direct_mu * (1 + a) / S_lead - 1) < 1e-6


# Upper band alone, with its own density condition
def upper_excess(m):
    E, w = nodes(0.0, EF + 45 * kT, 800)
    return np.sum(w * E**2 * expit((m - E) / kT)) - EF**3 / 3


mu_upper = brentq(upper_excess, 0.5 * EF, 1.2 * EF, xtol=1e-14)
top_E = EF + 45 * kT
S_upper = moments(lambda E: E**2, mu_upper, T, 0.0, top_E)[1]
assert abs(S_upper - S_fixed_n) < 0.5

# Energy-dependent lifetime, tau proportional to E**r, upper band
S_life = {}
for r in (-1, -2):
    S_life[r] = moments(lambda E: E**(2 + r), mu_upper, T, 0.0, top_E)[1]
    # finite-temperature corrections are of relative order a
    assert abs(S_life[r] / S_lead - (2 + r) / 2) < 2 * a

# Conductivity, mobility and resistivity of the example
L0_example = k_space_transport(mu, T, hv)[0]
sigma = N * e**2 * tau / hbar**2 * L0_example * e * 1e9
density_m3 = density_nm3 * 1e27
mobility = sigma / (density_m3 * e) * 1e4
resistivity = 1e8 / sigma
drude = e * tau * velocity**2 / (EF * e) * 1e4
assert abs(mobility / drude - 1) < 2 * a

# A hole pocket carrying a fixed share of the conductivity
hole_depth = 0.05
hole_share = 0.10
hole_top = mu + hole_depth
low_E = mu - 40 * kT


def electron_sigma(E):
    return np.where(E > 0, E, 0.0)**2


def hole_sigma(E):
    return np.where(E < hole_top, hole_top - E, 0.0)**1.5


L0_e, S_e = moments(electron_sigma, mu, T, 0.0, top_E)
L0_h, S_h = moments(hole_sigma, mu, T, low_E, hole_top)
S_mixed = (1 - hole_share) * S_e + hole_share * S_h
S_merged = moments(lambda E: (1 - hole_share) * electron_sigma(E) / L0_e
                   + hole_share * hole_sigma(E) / L0_h,
                   mu, T, low_E, top_E, 2000)[1]
assert abs(S_mixed - S_merged) < 1e-2
assert S_h > 0 > S_e


# Isotropic curvature: E/EF = q + c q^2 with q = k/k0
def log_slope(c):
    def log_sigma(E):
        q = (np.sqrt(1 + 4 * c * E) - 1) / (2 * c)
        return np.log(q**2 * (1 + 2 * c * q))
    h = 1e-4
    return (log_sigma(1 + h) - log_sigma(1 - h)) / (2 * h)


for c in (0.01, -0.01):
    # neglected cubic term is about 12 c^3
    assert abs(log_slope(c) - (2 - 2 * c**2)) < 20 * abs(c)**3
S_curved = {c: S_lead * log_slope(c) / 2 for c in (0.1, -0.1)}

# Phonon drag estimate: pressure of acoustic phonons with q < 2 kF
sound_speed = 5.0e3
kF_m = kF * 1e9


def mode_heat(q):
    x = hbar * sound_speed * q / (const.k * T)
    return (0.5 * x / np.sinh(0.5 * x))**2 if x > 1e-8 else 1.0


integral = quad(lambda u: u**2 * mode_heat(u * kF_m), 0.0, 2.0)[0]
heat = 3 * const.k * kF_m**3 * integral / (2 * np.pi**2)
S_drag = -1e6 * heat / (3 * density_m3 * e)
S_drag_ceiling = -8 * kB_uV / N
assert 0.9 < S_drag / S_drag_ceiling < 1.0

broadening = hbar / (tau * e)
S_deep = S_cone(mu_cone(0.2, T), T)
mu_300 = mu_cone(EF, 300.0)

print(f"Temperature: {T:.0f} K")
print(f"Fermi energy above node: {EF:.3f} eV")
print(f"Band velocity (rough): {velocity:.2e} m/s")
print(f"Lifetime (rough): {tau * 1e12:.2f} ps")
print(f"Number of cones, spin included: {N}")
print(f"kB/e: {kB_uV:.3f} uV/K")
print(f"kB T: {kT:.6f} eV")
print(f"kB T / EF: {kT / EF:.5f}")
print(f"Correction parameter a: {a:.5f}")
print(f"Fermi wave number: {kF:.4f} 1/nm")
print(f"Net carrier density: {density_m3 * 1e-6:.3e} 1/cm3")
print(f"Mobility: {mobility:.1f} cm2/Vs")
print(f"Resistivity: {resistivity:.1f} uOhm cm")
print(f"Chemical potential, fixed density: {mu:.6f} eV")
print(f"S, leading formula: {S_lead:.3f} uV/K")
print(f"S, full cone, fixed density: {S_fixed_n:.3f} uV/K")
print(f"S, full cone, mu held at EF: {S_fixed_mu:.3f} uV/K")
print(f"S, k-space integration, mu held at EF: {direct_mu:.3f} uV/K")
print(f"S, upper band only, fixed density: {S_upper:.3f} uV/K")
print(f"exp(-EF/kT): {np.exp(-EF / kT):.2e}")
print(f"Chemical potential at 300 K: {mu_300:.6f} eV")
print(f"S at 300 K, leading formula: {S_leading(EF, 300.0):.2f} uV/K")
print(f"S at 300 K, fixed density: {S_cone(mu_300, 300.0):.2f} uV/K")
print(f"S, lifetime as 1/E: {S_life[-1]:.3f} uV/K")
print(f"S, lifetime as 1/E^2: {S_life[-2]:.4f} uV/K")
print(f"S, node 0.2 eV below Fermi level: {S_deep:.3f} uV/K")
print(f"Hole pocket depth (chosen): {hole_depth:.3f} eV")
print(f"Hole share of conductivity (chosen): {hole_share:.2f}")
print(f"S of electrons in two-pocket case: {S_e:.3f} uV/K")
print(f"S of hole pocket: {S_h:.2f} uV/K")
print(f"S, electrons and holes together: {S_mixed:.2f} uV/K")
print(f"S, curvature c = +0.1: {S_curved[0.1]:.3f} uV/K")
print(f"S, curvature c = -0.1: {S_curved[-0.1]:.3f} uV/K")
print(f"Sound speed (rough): {sound_speed:.0f} m/s")
print(f"Drag classical ceiling: {S_drag_ceiling:.1f} uV/K")
print(f"Drag estimate, full momentum uptake: {S_drag:.1f} uV/K")
print(f"Drag estimate, one tenth uptake: {0.1 * S_drag:.1f} uV/K")
print(f"Level broadening hbar/tau: {broadening * 1e3:.2f} meV")
print(f"Broadening / Fermi energy: {broadening / EF:.4f}")
print("no test failed")
```

Printed output:

```
Temperature: 100 K
Fermi energy above node: 0.100 eV
Band velocity (rough): 2.00e+05 m/s
Lifetime (rough): 0.10 ps
Number of cones, spin included: 4
kB/e: 86.173 uV/K
kB T: 0.008617 eV
kB T / EF: 0.08617
Correction parameter a: 0.02443
Fermi wave number: 0.7596 1/nm
Net carrier density: 2.961e+19 1/cm3
Mobility: 390.5 cm2/Vs
Resistivity: 539.9 uOhm cm
Chemical potential, fixed density: 0.097557 eV
S, leading formula: -48.860 uV/K
S, full cone, fixed density: -48.830 uV/K
S, full cone, mu held at EF: -47.695 uV/K
S, k-space integration, mu held at EF: -47.695 uV/K
S, upper band only, fixed density: -48.830 uV/K
exp(-EF/kT): 9.12e-06
Chemical potential at 300 K: 0.078439 eV
S at 300 K, leading formula: -146.58 uV/K
S at 300 K, fixed density: -137.67 uV/K
S, lifetime as 1/E: -25.040 uV/K
S, lifetime as 1/E^2: -0.0129 uV/K
S, node 0.2 eV below Fermi level: -24.429 uV/K
Hole pocket depth (chosen): 0.050 eV
Hole share of conductivity (chosen): 0.10
S of electrons in two-pocket case: -48.830 uV/K
S of hole pocket: 69.15 uV/K
S, electrons and holes together: -37.03 uV/K
S, curvature c = +0.1: -48.567 uV/K
S, curvature c = -0.1: -47.826 uV/K
Sound speed (rough): 5000 m/s
Drag classical ceiling: -172.3 uV/K
Drag estimate, full momentum uptake: -169.5 uV/K
Drag estimate, one tenth uptake: -16.9 uV/K
Level broadening hbar/tau: 6.58 meV
Broadening / Fermi energy: 0.0658
no test failed
```
